# Current crowding and transfer length at staggered organic-transistor contacts, part 2

In a staggered transistor the metal contact lies on one face of the semiconductor film, and the gate accumulates the channel on the opposite face. Current crosses the film anywhere under the metal, which has length \(L_C\) and width \(W\). The coordinate \(x\) starts at the channel-side edge. \(V(x)\) is the channel potential minus that of the metal, and \(I(x)\) is the sheet current, positive towards increasing \(x\); their edge values are \(V_0\) and \(I_0\).

The sheet under the metal has resistance \(R_k\). The vertical path has resistivity \(r_c=r_i+d/\sigma_z\), with interface resistivity \(r_i\), film thickness \(d\) and vertical conductivity \(\sigma_z\). The model assumes constant \(R_k\) and \(r_c\), no sheet current leaving at \(x=L_C\), and:

- **A3.** Under the metal, lateral current flows in the accumulated sheet, and current in the film is vertical.

The contact equations (Lemma 2) are

\[
\frac{dV}{dx}=-\frac{R_k}{W}I,
\qquad
\frac{dI}{dx}=-\frac{W}{r_c}V .
\]

Theorem 1 gives

\[
L_T=\sqrt{\frac{r_c}{R_k}},\qquad
R_C=\frac{\sqrt{r_cR_k}}{W}\coth\frac{L_C}{L_T}.
\]

With \(u=L_C/L_T\), a long contact (\(u\gg1\)) has \(R_C\to\sqrt{r_cR_k}/W\). The lateral fraction of the contact power (Lemma 3) is

\[
\lambda=\frac12-\frac{u}{\sinh 2u}.
\]

For two equal contacts joined by an open channel of length \(L\) and sheet resistance \(R_{sh}\), Proposition 1 gives, at small drain voltage,

\[
R_{tot}=\frac{R_{sh}L}{W}+2R_C .
\]

The n-channel example has \(\mu=0.50\ \mathrm{cm^2/(V\,s)}\), \(C_i=40\ \mathrm{nF/cm^2}\), and overdrive \(V_{ov}=25\) V, the gate voltage relative to the contact metal in excess of threshold. Also \(d=30\) nm, \(\sigma_z=4.0\times10^{-6}\) S/cm, \(r_i=1.25\ \Omega\,\mathrm{cm^2}\), \(r_c=2.00\ \Omega\,\mathrm{cm^2}\), \(R_k=2.0\) MΩ per square, \(L_T=10\) µm, \(L_C=15\) µm, \(W=1000\) µm and \(R_C=22.1\) kΩ. With \(L=50\) µm and \(R_{sh}=R_k\), \(R_{tot}=144.2\) kΩ.

We now ask how the contact depends on the gate.

**Proposition 2.** Let \(R_k=1/(\mu C_iV_{ov})\), with fixed mobility \(\mu\), gate capacitance per area \(C_i\) and vertical resistivity \(r_c\). Then \(L_T\propto V_{ov}^{1/2}\), and the resistance of a long contact is proportional to \(V_{ov}^{-1/2}\).

*Proof.* Direct substitution gives \(L_T=\sqrt{r_c\mu C_iV_{ov}}\) and \(\sqrt{r_cR_k}/W=\sqrt{r_c/(\mu C_iV_{ov})}/W\). ∎

A contact of fixed length does not keep the second power law. As the overdrive grows, \(L_T\) grows past \(L_C\), and the contact changes from long to short. The model values are:

| \(V_{ov}\) (V) | \(L_T\) (µm) | \(R_C\), 15 µm (kΩ) | \(R_C\), long (kΩ) |
|---:|---:|---:|---:|
| 6.25 | 5.0 | 40.2 | 40.0 |
| 25 | 10.0 | 22.1 | 20.0 |
| 100 | 20.0 | 15.7 | 10.0 |

The last row shows the trend of the model, not a practical operating point. With this \(C_i\), a silicon dioxide insulator would carry a field of about 12 MV/cm at 100 V, which is above its breakdown field.

As the overdrive grows, the 15 µm contact approaches the floor \(r_c/(WL_C)=2.00/(0.10\times1.5\times10^{-3})\ \Omega=13.3\) kΩ. A stronger gate removes lateral resistance, but in this model it leaves the vertical resistance in place. If the gate also changed \(r_c\), for example by changing injection at the metal, both power laws would change.

With equal sheets, the contact share of the total resistance is

\[
\frac{2R_C}{R_{tot}}
=\frac{2L_T\coth u}{L+2L_T\coth u}.
\]

Since \(L_T\coth u=L_C(\coth u)/u\), and both \(\coth u\) and \(1/u\) increase as \(u\) falls, this share rises with overdrive. The contact resistance falls, but the channel resistance falls faster.

### Lateral current in the film

Assumption A3 neglected the lateral conductivity \(\sigma_x\) of the film. The ratio of the film's lateral sheet conductance to that of the channel is

\[
g=\sigma_xdR_k .
\]

Let \(z\) run from the channel, \(z=0\), to the top of the film, \(z=d\), and define \(s=r_i/r_c\). For purely vertical current the potential in the film is \(V(x)f(z)\), with

\[
f(z)=1-(1-s)\frac zd,\qquad
m=\frac1d\int_0^d f^2dz=\frac{1+s+s^2}{3}.
\]

The value \(f(d)=s\) is the part of the voltage left for the interface. The integral follows with \(f\) as the variable: \(m=(1-s^3)/[3(1-s)]\), which equals the stated polynomial.

**Proposition 3.** In a long contact with lateral film conduction, let \(\ell\) be the decay length of the slowest mode. Then

\[
1+gm\le\frac{\ell^2}{L_T^2}
\le1+gm+\frac{g^2}{2}.
\]

*Proof.* Take \(r_i>0\), and write the mode as \(\phi=e^{-x/\ell}h(z)\), with \(h(0)=1\). Charge conservation in the film, in the sheet and at the interface gives

\[
\frac{\sigma_x}{\ell^2}h+\sigma_zh''=0,\qquad
\frac1{R_k\ell^2}=-\sigma_zh'(0),\qquad
-\sigma_zh'(d)=\frac{h(d)}{r_i}.
\]

The second equation says that the loss of sheet current equals the upward current into the film.

First, such a mode exists. Set \(q^2=\sigma_x/(\sigma_z\ell^2)\) and \(h=\cos(qz+\delta)/\cos\delta\). The sheet condition becomes \(\tan\delta=q/(R_k\sigma_x)\), and the interface condition becomes

\[
\sigma_zq\tan(qd+\delta)=\frac1{r_i}.
\]

As \(q\) rises from zero until \(qd+\delta=\pi/2\), the left side increases from zero without bound. It therefore has one root in this range. This is the smallest \(q\), hence the largest \(\ell\). The cosine is positive and decreasing over the film, so \(0\le h\le1\).

Next, multiply the film equation by \(f\) and integrate. Since \(f''=0\), two integrations by parts give

\[
\frac{\sigma_x}{\ell^2}\int_0^dhf\,dz
+\sigma_z\big[h'f-hf'\big]_0^d=0 .
\]

The slope of \(f\) obeys \(\sigma_zf'=-\sigma_z(1-s)/d=-1/r_c\), because \(1-s=(d/\sigma_z)/r_c\). At \(z=d\) the bracket, including \(\sigma_z\), is \(-h(d)s/r_i+h(d)/r_c=0\). At \(z=0\) it is \(-1/(R_k\ell^2)+1/r_c\), which enters with a minus sign. Hence

\[
\frac1{\ell^2}\left(\frac1{R_k}+\sigma_x\int_0^dhf\,dz\right)
=\frac1{r_c},
\]

and multiplication by \(R_k\ell^2\), with \(R_k/r_c=1/L_T^2\), gives

\[
\frac{\ell^2}{L_T^2}=1+\frac gd\int_0^dhf\,dz .
\]

In particular \(\ell\ge L_T\).

It remains to compare \(h\) with \(f\). Let \(e=h-f\). Then \(e(0)=0\), \(e''=-q^2h\le0\), and \(\sigma_ze'(d)=-e(d)/r_i\). If \(e(d)\) were negative, \(e'(d)\) would be positive. Since \(e'\) does not increase with \(z\), it would then be positive everywhere, and \(e(d)\) would be positive, a contradiction. So \(e(d)\ge0\) and \(e'(d)\le0\). A concave function that is nonnegative at both ends is nonnegative between them, so \(e\ge0\). Moreover \(e'(z)\le q^2(d-z)\), and integration from zero gives \(e\le q^2d^2/2\). Finally,

\[
q^2d^2\le\frac{\sigma_x}{\sigma_z}\frac{d^2}{L_T^2}
=\sigma_xdR_k\frac{d/\sigma_z}{r_c}
=g(1-s)\le g .
\]

Thus \(f\le h\le f+g/2\). Insert these bounds in the integral and use \(f\le1\). The case \(r_i=0\) follows with \(h(d)=0\) and \(qd+\delta=\pi/2\). ∎

One small parameter therefore controls both the lateral current and the distortion of the vertical profile, even in an anisotropic film. To first order, \(\ell\simeq L_T(1+gm/2)\): the film offers a parallel lateral path and carries the current deeper under the metal.

The contact resistance also has simple bounds.

**Proposition 4.** Let all current enter through the sheet, and let no film current cross the vertical planes \(x=0\) and \(x=L_C\). The resistance \(R\) with lateral film conduction satisfies

\[
R_C(1-gm\lambda)\le R\le R_C .
\]

*Proof.* For two potentials \(\phi\) and \(\eta\), define

\[
\begin{aligned}
B(\phi,\eta)=W\int_0^{L_C}\!dx\Big[&
\frac{\phi_x\eta_x}{R_k}\Big|_{z=0}
+\frac{\phi\eta}{r_i}\Big|_{z=d}\\
&+\int_0^d(\sigma_x\phi_x\eta_x+\sigma_z\phi_z\eta_z)\,dz\Big],
\end{aligned}
\]

where subscripts \(x\) and \(z\) on potentials denote derivatives. The power dissipated by \(\phi\) is \(B(\phi,\phi)\). For the actual potential \(\phi\), integrate by parts. The film equation removes the interior term. The interface term cancels the film current at \(z=d\), and sheet conservation cancels the film current at \(z=0\). The injected edge current remains, so \(B(\phi,\eta)=I_0\eta(0,0)\). Define

\[
F[\psi]=2I_0\psi(0,0)-B(\psi,\psi).
\]

For \(\psi=\phi+\eta\), the terms linear in \(\eta\) cancel, leaving \(F[\psi]=F[\phi]-B(\eta,\eta)\le F[\phi]\). The choice \(\eta=\phi\) in the identity for \(B\) gives \(B(\phi,\phi)=I_0\phi(0,0)=I_0^2R\). Hence the maximum of \(F\) is \(I_0^2R\).

Raising \(\sigma_x\) from zero lowers \(F\) or leaves it unchanged for every trial potential, so \(R\le R_C\). For the other bound, use the potential \(V(x)f(z)\) that solves the problem at \(\sigma_x=0\). The only new term in \(F\) is minus

\[
W\sigma_xdm\int_0^{L_C}V'^2dx
=gm\frac W{R_k}\int_0^{L_C}V'^2dx
=gm\lambda I_0^2R_C ,
\]

since the last integral is the lateral power in the sheet. Thus \(I_0^2R\ge I_0^2R_C(1-gm\lambda)\). For \(r_i=0\) the interface term is replaced by the condition that the potentials vanish at \(z=d\). ∎

In the example let \(\sigma_x=4.0\times10^{-4}\) S/cm, one hundred times \(\sigma_z\). Then \(g=4.0\times10^{-4}\times3.0\times10^{-6}\times2.0\times10^6=0.0024\), \(s=1.25/2.00=0.625\), \(m=0.672\) and \(\lambda=0.350\). The greatest reduction allowed by Proposition 4 is 0.056% of \(R_C\). A two-dimensional finite-volume solution with 1500 by 16 film cells gives a reduction of 0.055%. These figures belong to the model of a thin sheet and a uniform ohmic film. With \(\mu=0.50\ \mathrm{cm^2/(V\,s)}\), this \(\sigma_x\) corresponds to about \(5\times10^{15}\) carriers per cm³. For a relative permittivity of 3 the Debye length is then about 30 nm, as large as the film. In a trap-free film the tail of the accumulation layer, of order \(2\varepsilon_sk_BT/(e^2z^2)\) with \(\varepsilon_s\) the film's permittivity and \(e\) the elementary charge, is about \(4\times10^{16}\ \mathrm{cm^{-3}}\) at mid-film. About 4% of the accumulated charge then lies more than 3 nm from the gate insulator. In a real film the conductivity therefore varies with \(z\), the effective \(g\) can be much larger than 0.0024, and \(\sigma_x\) and \(\sigma_z\) are lumped parameters.

To make the change in decay length visible, \(\sigma_x\) can be raised until \(g=0.10\). A finite-volume solution for a contact \(14L_T\) long, with the decay read between \(3L_T\) and \(5L_T\), gives \(\ell/L_T=1.0333\). The lower bound of Proposition 3, \(\sqrt{1+gm}\), which is correct to first order in \(g\), gives 1.0330.

Proposition 4 excludes film current outside the metal's edge. If the film continues there, current can also reach the metal corner from the side. Rescaling \(z\) by \(\sqrt{\sigma_x/\sigma_z}\) makes the film equation isotropic, so the natural lateral size of this fringe is \(d\sqrt{\sigma_x/\sigma_z}=0.3\) µm. It is 3% of \(L_T\). This ratio, \(\sqrt{g(1-s)}\), is larger than \(g\), so the fringe may matter more than lateral conduction under the metal. Its effect on \(R_C\) is not calculated here.

### Finite contact voltage

The channel potential also changes the accumulated charge. At the source of an n-channel transistor, in the gradual-channel approximation, the sheet conductance is \(\mu C_i(V_{ov}-V)\), where \(V_{ov}\) is referred to the source metal. This expression counts only the charge controlled by the gate. The voltage across the film also changes the sheet charge, by \(\varepsilon_s/d\) per area and per volt across the film, where \(\varepsilon_s\) is the film's permittivity. For a 30 nm film with relative permittivity 3 this is 89 nF/cm², more than \(C_i\). The result below therefore isolates the gate term and understates the full voltage dependence in such a thin film.

**Proposition 5.** For a long contact with constant \(r_c\) and sheet conductance \(\mu C_i(V_{ov}-V)\), let \(v=V_0/V_{ov}<1\). Then

\[
R_C(v)=\frac{\sqrt{r_cR_k}}W
\left(1-\frac{2v}{3}\right)^{-1/2},
\qquad R_k=\frac1{\mu C_iV_{ov}} .
\]

*Proof.* The two contact equations become

\[
I=-W\mu C_i(V_{ov}-V)V',\qquad
I'=-\frac W{r_c}V .
\]

Multiply them:

\[
II'=\frac{W^2\mu C_i}{r_c}(V_{ov}-V)VV' .
\]

Both sides are derivatives with respect to \(x\). Far under a long contact \(I\) and \(V\) vanish, so integration gives

\[
\frac{I_0^2}{2}=\frac{W^2\mu C_i}{r_c}
\left(\frac{V_{ov}V_0^2}{2}-\frac{V_0^3}{3}\right).
\]

Multiply by two and take out \(V_{ov}V_0^2\):

\[
I_0^2=\frac{W^2V_0^2}{r_cR_k}
\left(1-\frac{2v}{3}\right).
\]

Taking \(V_0/I_0\) gives the result. ∎

For small \(v\) the factor is \(1+v/3\). The source contact becomes more resistive because the channel potential depletes part of the accumulated charge. At the drain, \(V_0\) is negative relative to the drain metal, and \(V_{ov}\) must be replaced by the overdrive referred to that metal. The same formula then holds with negative \(v\). For \(v=0.30\) and \(v=-0.30\) the factors are 1.118 and 0.913. Collocation solutions of the two differential equations for a contact \(12L_T\) long give the same rounded values.

With a drain voltage \(V_D=0.50\) V, the linear model gives a current of \(0.50/(144.2\times10^3)\ \mathrm A=3.47\) µA and a source-contact voltage of \(3.47\ \mathrm{\mu A}\times22.1\ \mathrm{k\Omega}=77\) mV. Thus \(v=0.0031\), and the long-contact correction from the gate term is 0.10%. The example's contact is not long, so this figure indicates the size of the effect. A larger change comes from the drain overdrive, which is lower by \(V_D/V_{ov}=2\%\). By Proposition 2 this raises the long-contact resistance there by about 1%. For the complete device the open channel matters most. Its mean potential is about 0.25 V above the source metal, which lowers its mean overdrive by 1% and raises its resistance by about 1%. If the vertical path stays ohmic, the linear model therefore overstates the device current by about 0.8%: the open channel, with some 70% of the total resistance, accounts for 0.7%, and the drain contact for most of the rest. This condition is not automatic. At the source edge the interface takes \(0.625\times77=48\) mV, more than the thermal voltage of 26 mV at room temperature, and injection over a barrier can be strongly nonlinear there. An ideal barrier with zero-bias resistivity \(r_i\) is reverse biased at the source and saturates at a current density equal to the thermal voltage divided by \(r_i\), here \(0.026/1.25=0.021\ \mathrm{A/cm^2}\). This is below the linear edge value \(0.077/2.00=0.038\ \mathrm{A/cm^2}\), and it would limit the whole contact to about 3.1 µA. For such an interface the linear model fails at this drain voltage.

### A vertical path that is not ohmic

If the vertical current density is a function \(J(V)\) with \(J(0)=0\) that rises with \(V\), the contact need not have a constant \(r_c\). For constant \(R_k\), the equations are \(I=-(W/R_k)V'\) and \(I'=-WJ(V)\). Their product, integrated over a long contact, gives

\[
I_0^2=\frac{2W^2}{R_k}\int_0^{V_0}J(V)\,dV .
\]

For \(J=V/r_c\) this returns the long-contact resistance of Theorem 1. For \(J\propto V^n\) with \(n\geq1\), it gives \(I_0\propto V_0^{(n+1)/2}\). Crowding therefore weakens the nonlinearity seen at the terminals when \(n>1\): a higher voltage confines the current to a shorter part of the contact. Whether a contact counts as long then depends on \(V_0\). At low enough voltage any finite contact carries a nearly uniform current, and the exponent returns to \(n\). In that regime \(V_0/I_0\) depends on current, and a single transfer length no longer describes the contact.
